# Voronkov's void density in cooling silicon when vacancy depletion ends nucleation: test program

```python
# Result under test: voids nucleating in a crystal cooled at rate q reach the density
#   N = 3 I / (4 pi 2^1.5 g) * (beta q / D)^1.5 * (Omega C0)^-0.5
# when vacancy depletion ends nucleation.
# C0: initial vacancy concentration, D: vacancy diffusivity, Omega: atomic volume,
# g = dlnJ/dlnC and beta = -dlnJ/dT for the nucleation rate J(T, C),
# I: pure number from y(s) = int exp(s'-y(s')) (s-s')^1.5 ds', I = int exp(s-y) ds.
# Units: cm, s, K, eV. Silicon parameters are rough typical values.
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

KB = constants.k / constants.e
OMEGA = 2.0e-23
T_MELT = 1685.0
CEQ_MELT, E_FORM = 7.0e14, 4.0
D_MELT, E_MIG = 4.0e-5, 0.4
GAMMA = 0.85
C_REF = 1.0e14
Q_REF = 2.0 / 60.0
SIZES = np.arange(1, 251, dtype=float)


def surface_energy(gamma):
    """Convert J/m^2 to eV/cm^2."""
    return gamma / constants.e * 1e-4


def equilibrium(T):
    return CEQ_MELT * math.exp(-E_FORM / KB * (1 / T - 1 / T_MELT))


def diffusivity(T):
    return D_MELT * math.exp(-E_MIG / KB * (1 / T - 1 / T_MELT))


def log_rate_sum(T, C, gamma=GAMMA, sites=1.0):
    """Log of the steady Becker-Doering rate, explicit sum over void sizes."""
    radius = (3 * OMEGA * SIZES / (4 * math.pi)) ** (1 / 3)
    log_s = math.log(C / equilibrium(T))
    energy = 4 * math.pi * radius**2 * surface_energy(gamma) / (KB * T)
    attach = 4 * math.pi * radius * diffusivity(T) * C
    resistance = np.sum(np.exp(energy - SIZES * log_s) / attach)
    return math.log(sites / OMEGA) - math.log(resistance)


def classical(T, C, gamma=GAMMA, sites=1.0):
    """Closed classical nucleation formulas at one temperature."""
    log_s = math.log(C / equilibrium(T))
    kt, sig = KB * T, surface_energy(gamma)
    W = 16 * math.pi * sig**3 * OMEGA**2 / (3 * kt**3 * log_s**2)
    size = 2 * W / log_s
    radius = 2 * sig * OMEGA / (kt * log_s)
    zeld = math.sqrt(W / (3 * math.pi)) / size
    attach = 4 * math.pi * radius * diffusivity(T) * C
    log_j = math.log(sites / OMEGA * attach * zeld) - W
    g = size + 1 + 1 / log_s
    beta = ((size + 1 / log_s) * E_FORM - E_MIG) / (KB * T**2)
    beta -= 3 * W / T + 1 / (2 * T)
    return dict(log_s=log_s, W=W, size=size, radius=radius, zeld=zeld,
                attach=attach, log_j=log_j, g=g, beta=beta)


def march(times, start, rate_of, growth_of, per_void):
    """Nucleation, growth of squared radius, and depletion, from the definitions."""
    n, h = len(times), times[1] - times[0]
    rate, area = np.zeros(n), np.zeros(n)
    content = np.full(n, float(start))
    rate[0] = rate_of(times[0], start)
    speed = growth_of(times[0], start)
    for i in range(1, n):
        guess = content[i - 1]
        for _ in range(3):
            new_speed = growth_of(times[i], guess)
            area[i] = area[i - 1] + h * (speed + new_speed) / 2
            span = area[i] - area[:i]
            guess = start - per_void * h * np.dot(rate[:i], span * np.sqrt(span))
        content[i] = guess
        speed = growth_of(times[i], guess)
        rate[i] = rate_of(times[i], guess)
    return rate, content, h * np.sum(rate)


# Universal number, checked against a power series in exp(s)
s_grid = np.linspace(-16, 8, 2401)
scaled_rate, minus_y, I_NUM = march(
    s_grid, 0.0, lambda s, c: math.exp(s + c), lambda s, c: 1.0, 1.0)
I_COARSE = march(s_grid[::2], 0.0, lambda s, c: math.exp(s + c),
                 lambda s, c: 1.0, 1.0)[2]
assert abs(I_COARSE / I_NUM - 1) < 1e-3
terms = 60
a_coef, e_coef = np.zeros(terms + 1), np.zeros(terms + 1)
e_coef[0] = 1.0
series, z = 0.0, math.exp(-1.5)
for k in range(1, terms + 1):
    b = e_coef[k - 1]
    a_coef[k] = math.gamma(2.5) * k**-2.5 * b
    e_coef[k] = -sum(j * a_coef[j] * e_coef[k - j] for j in range(1, k + 1)) / k
    series += b * z**k / k
mark = int(np.argmin(abs(s_grid + 1.5)))
partial = (s_grid[1] - s_grid[0]) * (scaled_rate[:mark].sum() + scaled_rate[mark] / 2)
assert abs(partial / series - 1) < 2e-4

# Approach to the large-g limit, with full power-law depletion and slowed growth
finite = {}
for g_test in (20, 80, 320):
    finite[g_test] = march(
        s_grid, 0.0,
        lambda s, c: math.exp(s) * max(1 + c / g_test, 0.0) ** g_test,
        lambda s, c: max(1 + c / g_test, 0.0), 1.0)[2] / I_NUM - 1
    assert abs(finite[g_test]) < 2 / g_test


def void_law(q, C0, gamma=GAMMA, sites=1.0):
    """Derived law, with coefficients at the self-consistent temperature."""
    def parts(T):
        m = classical(T, C0, gamma, sites)
        tau = 1 / (m["beta"] * q)
        A = 4 * math.pi / 3 * (2 * OMEGA * diffusivity(T) * C0) ** 1.5 / OMEGA
        return m, tau, C0 / (m["g"] * A * tau**1.5)

    def mismatch(T):
        m, tau, scale = parts(T)
        return m["log_j"] + math.log(tau / scale)

    T = brentq(mismatch, 1250, 1480)
    m, tau, _ = parts(T)
    N = (3 * I_NUM / (4 * math.pi * 2**1.5 * m["g"])
         * (m["beta"] * q / diffusivity(T)) ** 1.5 / math.sqrt(OMEGA * C0))
    return N, T, tau, m


def simulate(q, C0, steps=1500, sites=1.0):
    """Full cooling run with the explicit rate and equilibrium vacancies."""
    _, Tn, tau, _ = void_law(q, C0, sites=sites)
    times = np.linspace(-14 * tau, 10 * tau, steps + 1)

    def rate_of(t, C):
        return math.exp(log_rate_sum(Tn - q * t, C, sites=sites))

    def growth_of(t, C):
        T = Tn - q * t
        return 2 * OMEGA * diffusivity(T) * max(C - equilibrium(T), 0.0)

    rate, content, N = march(times, C0, rate_of, growth_of,
                             4 * math.pi / (3 * OMEGA))
    assert rate[-1] < 1e-3 * rate.max()
    return N, Tn - q * times, rate, content


N_law, Tn, tau, m = void_law(Q_REF, C_REF)
Dn = diffusivity(Tn)

# Closed nucleation formulas against the explicit sum
log_sum = log_rate_sum(Tn, C_REF)
rate_error = math.exp(m["log_j"] - log_sum) - 1
d = 1e-3
g_num = (log_rate_sum(Tn, C_REF * math.exp(d))
         - log_rate_sum(Tn, C_REF * math.exp(-d))) / (2 * d)
beta_num = (log_rate_sum(Tn - 0.05, C_REF) - log_rate_sum(Tn + 0.05, C_REF)) / 0.1
assert abs(rate_error) < 0.02
assert abs(g_num / m["g"] - 1) < 0.01
assert abs(beta_num / m["beta"] - 1) < 0.01

# Growth law against the exact moving-boundary similarity solution
lam = math.sqrt(OMEGA * C_REF / 2)
shape = quad(lambda v: math.exp(-(lam / v) ** 2), 0, 1,
             points=[lam, 30 * lam], limit=200)[0]
transient = 2 * lam**2 * math.exp(lam**2) * shape / (OMEGA * C_REF) - 1
assert abs(transient) < 1e-3


def frozen(q, C0, D):
    """Constant g, beta and D; rate prefactor unchanged between runs."""
    t_scale = 1 / (m["beta"] * q)
    times = np.linspace(-25 * t_scale, 12 * t_scale, 2401)

    def rate_of(t, C):
        return math.exp(m["log_j"] + t / t_scale
                        + m["g"] * math.log(max(C / C_REF, 1e-6)))

    return march(times, C0, rate_of, lambda t, C: 2 * OMEGA * D * max(C, 0.0),
                 4 * math.pi / (3 * OMEGA))[2]


base = frozen(Q_REF, C_REF, Dn)
power_q = math.log(frozen(2 * Q_REF, C_REF, Dn) / base) / math.log(2)
power_c = math.log(frozen(Q_REF, 1.3 * C_REF, Dn) / base) / math.log(1.3)
power_d = math.log(frozen(Q_REF, C_REF, Dn / 2) / base) / math.log(0.5)
assert abs(power_q - 1.5) < 3e-3
assert abs(power_c + 0.5) < 3e-3
assert abs(power_d + 1.5) < 3e-3
assert abs(base / N_law - 1) < 2 / m["g"]

# Full simulation: density, exponents, causes
N_sim, temps, rate, content = simulate(Q_REF, C_REF)
N_fine = simulate(Q_REF, C_REF, steps=3000)[0]
step_shift = N_sim / N_fine - 1
assert abs(step_shift) < 2e-3
# Corrections of order 1/g and 1/S are expected at these parameters
assert abs(N_law / N_sim - 1) < 0.15


def slope(low, high):
    return math.log(high / low) / math.log(4)


sim_q = slope(simulate(Q_REF / 2, C_REF)[0], simulate(2 * Q_REF, C_REF)[0])
sim_c = slope(simulate(Q_REF, C_REF / 2)[0], simulate(Q_REF, 2 * C_REF)[0])
law_q = slope(void_law(Q_REF / 2, C_REF)[0], void_law(2 * Q_REF, C_REF)[0])
low_c, high_c = void_law(Q_REF, C_REF / 2), void_law(Q_REF, 2 * C_REF)
law_c = slope(low_c[0], high_c[0])
assert abs(sim_q - law_q) < 0.06 and abs(sim_c - law_c) < 0.06

peak = int(np.argmax(rate))
share = np.cumsum(rate) / rate.sum()
i10, i90 = np.searchsorted(share, [0.1, 0.9])
undepleted_gain = math.exp(log_rate_sum(temps[i90], C_REF)
                           - log_rate_sum(temps[peak], C_REF))
assert undepleted_gain > 1 and rate[i90] < rate[peak]
prefactor_ratio = simulate(Q_REF, C_REF, sites=1e-3)[0] / N_sim
assert 0.7 < prefactor_ratio < 1.4

# Sizes of neglected effects
R_tau = math.sqrt(2 * OMEGA * Dn * C_REF * tau)
R_start = m["radius"] * (1 + 1 / math.sqrt(3 * m["W"]))
grow_time = quad(lambda R: R / (OMEGA * Dn * C_REF * (
    1 - math.exp(m["log_s"] * (m["radius"] / R - 1)))), R_start, R_tau, limit=200)[0]
lag = 1 / (m["zeld"] ** 2 * m["attach"])
mixing = N_sim ** (-2 / 3) / Dn
R_final = (3 * OMEGA * C_REF / (4 * math.pi * N_sim)) ** (1 / 3)
oxygen = 8e17

print(f"Universal number I: {I_NUM:.4f}")
print(f"I, change on doubling the step: {I_COARSE / I_NUM - 1:.1e}")
print(f"Partial count at s=-1.5, march / series: {partial:.6f} / {series:.6f}")
for g_test, dev in finite.items():
    print(f"Finite-g change of I at g={g_test}: {100 * dev:.2f} %")
print(f"Inputs: C0 {C_REF:.1e} cm^-3, q {60 * Q_REF:.1f} K/min")
print(f"Inputs: atomic volume {OMEGA * 1e21:.3f} nm^3, surface energy {GAMMA} J/m^2")
print(f"Inputs: Ceq {CEQ_MELT:.1e} cm^-3, D {D_MELT:.1e} cm^2/s at {T_MELT:.0f} K")
print(f"Inputs: formation {E_FORM} eV, migration {E_MIG} eV")
print(f"Nucleation temperature Tn: {Tn:.1f} K = {Tn - constants.zero_Celsius:.1f} C")
print(f"Equilibrium vacancies at Tn: {equilibrium(Tn):.3e} cm^-3")
print(f"Supersaturation S: {math.exp(m['log_s']):.2f}, lnS: {m['log_s']:.3f}")
print(f"Barrier W: {m['W']:.2f} kT = {m['W'] * KB * Tn:.3f} eV")
print(f"Critical void: {m['size']:.2f} vacancies, radius {m['radius'] * 1e7:.3f} nm")
print(f"g formula / explicit sum: {m['g']:.3f} / {g_num:.3f}")
print(f"beta formula / explicit sum: {m['beta']:.4f} / {beta_num:.4f} K^-1")
print(f"Closed rate minus explicit sum: {100 * rate_error:.3f} %")
print(f"Nucleation rate at Tn, no depletion: {math.exp(m['log_j']):.3e} cm^-3 s^-1")
print(f"Diffusivity at Tn: {Dn:.3e} cm^2/s")
print(f"Time tau: {tau:.2f} s; void radius after tau: {R_tau * 1e7:.2f} nm")
print(f"Void density, derived law: {N_law:.3e} cm^-3")
print(f"Void density, full simulation: {N_sim:.3e} cm^-3")
print(f"Law relative to simulation: {100 * (N_law / N_sim - 1):.2f} %")
print(f"Simulation shift, 1500 against 3000 steps: {100 * step_shift:.4f} %")
print(f"Final void radius if all vacancies are collected: {R_final * 1e7:.1f} nm")
print(f"Frozen-coefficient powers of q, C0, D: {power_q:.4f}, {power_c:.4f}, {power_d:.4f}")
print(f"Effective power of q, law / simulation: {law_q:.3f} / {sim_q:.3f}")
print(f"Effective power of C0, law / simulation: {law_c:.3f} / {sim_c:.3f}")
print(f"Tn at C0/2 and 2 C0: {low_c[1]:.1f} and {high_c[1]:.1f} K")
print(f"Temperature of peak nucleation: {temps[peak]:.1f} K")
print(f"Vacancies consumed at peak: {100 * (1 - content[peak] / C_REF):.2f} %")
print(f"Vacancies consumed at 90 % of voids: {100 * (1 - content[i90] / C_REF):.2f} %")
print(f"Window from 10 to 90 % of voids: {temps[i10] - temps[i90]:.2f} K")
print(f"Undepleted rate, 90 % point over peak point: {undepleted_gain:.2f}")
print(f"N ratio for 1000 times smaller rate prefactor: {prefactor_ratio:.3f}")
print(f"Growth time to R(tau), capillarity included: {grow_time / tau:.4f} tau")
print(f"Diffusion-transient correction to growth: {transient:.1e}")
print(f"Nucleation lag estimate: {lag:.3f} s")
print(f"Time to even out vacancies between voids: {mixing:.2f} s")
for gamma in (0.75, 0.95):
    N_g, T_g, _, _ = void_law(Q_REF, C_REF, gamma)
    print(f"Law at surface energy {gamma} J/m^2: Tn {T_g:.1f} K, N {N_g:.3e} cm^-3")
print(f"Assumed oxygen content for trapping estimate: {oxygen:.1e} cm^-3")
for binding in (1.0, 1.2):
    trapped = oxygen * OMEGA * math.exp(binding / (KB * Tn))
    print(f"Binding {binding} eV: trapped/free {trapped:.3f}, "
          f"N factor at fixed Tn {(1 + trapped) ** 1.5:.2f}")
print("all assertions hold")
```

Printed output:

```
Universal number I: 1.1350
I, change on doubling the step: 6.3e-08
Partial count at s=-1.5, march / series: 0.193968 / 0.193966
Finite-g change of I at g=20: 2.52 %
Finite-g change of I at g=80: 0.62 %
Finite-g change of I at g=320: 0.15 %
Inputs: C0 1.0e+14 cm^-3, q 2.0 K/min
Inputs: atomic volume 0.020 nm^3, surface energy 0.85 J/m^2
Inputs: Ceq 7.0e+14 cm^-3, D 4.0e-05 cm^2/s at 1685 K
Inputs: formation 4.0 eV, migration 0.4 eV
Nucleation temperature Tn: 1408.9 K = 1135.8 C
Equilibrium vacancies at Tn: 3.167e+12 cm^-3
Supersaturation S: 31.57, lnS: 3.452
Barrier W: 46.92 kT = 5.696 eV
Critical void: 27.18 vacancies, radius 0.506 nm
g formula / explicit sum: 28.471 / 28.471
beta formula / explicit sum: 0.5398 / 0.5398 K^-1
Closed rate minus explicit sum: -0.060 %
Nucleation rate at Tn, no depletion: 2.557e+04 cm^-3 s^-1
Diffusivity at Tn: 2.331e-05 cm^2/s
Time tau: 55.58 s; void radius after tau: 22.77 nm
Void density, derived law: 1.613e+06 cm^-3
Void density, full simulation: 1.805e+06 cm^-3
Law relative to simulation: -10.63 %
Simulation shift, 1500 against 3000 steps: 0.0000 %
Final void radius if all vacancies are collected: 64.2 nm
Frozen-coefficient powers of q, C0, D: 1.5000, -0.5000, -1.5000
Effective power of q, law / simulation: 1.474 / 1.473
Effective power of C0, law / simulation: -0.733 / -0.723
Tn at C0/2 and 2 C0: 1372.3 and 1447.2 K
Temperature of peak nucleation: 1408.5 K
Vacancies consumed at peak: 3.92 %
Vacancies consumed at 90 % of voids: 10.82 %
Window from 10 to 90 % of voids: 6.40 K
Undepleted rate, 90 % point over peak point: 3.86
N ratio for 1000 times smaller rate prefactor: 0.926
Growth time to R(tau), capillarity included: 1.0387 tau
Diffusion-transient correction to growth: -5.6e-05
Nucleation lag estimate: 0.100 s
Time to even out vacancies between voids: 2.89 s
Law at surface energy 0.75 J/m^2: Tn 1438.1 K, N 1.612e+06 cm^-3
Law at surface energy 0.95 J/m^2: Tn 1377.2 K, N 1.648e+06 cm^-3
Assumed oxygen content for trapping estimate: 8.0e+17 cm^-3
Binding 1.0 eV: trapped/free 0.060, N factor at fixed Tn 1.09
Binding 1.2 eV: trapped/free 0.314, N factor at fixed Tn 1.51
all assertions hold
```
